# Why Car-Parrinello Orbital Oscillations Are Not Real Electron Dynamics

In a model with four one-electron levels, two pairs of levels have energy gaps of 0.2 and 0.8 hartree. When the occupied orbitals are slightly displaced and released in Car-Parrinello dynamics, the two pairs oscillate at angular frequencies 0.0316 and 0.0632 atomic units. The gap is four times larger, but the frequency only doubles. The time-dependent Schrödinger equation, started from the same orbitals, gives 0.2 and 0.8 atomic units.

Both calculations move orbitals in time under the same Hamiltonian. It is therefore tempting to read the Car-Parrinello motion as the motion of the electrons, perhaps with a rescaled clock. But a rescaled clock would multiply both frequencies by the same factor, and here the factors differ.

## The two equations of motion

Atomic units are used, so \(\hbar=1\). The nuclei are fixed, and \(H\) is at first a fixed one-electron Hamiltonian with \(H\phi_n=\varepsilon_n\phi_n\). Each occupied orbital \(\psi_i\) holds \(f=2\) electrons, and the energy is \(E=f\sum_i\langle\psi_i|H|\psi_i\rangle\).

The Schrödinger equation is first order in time:
\[
i\dot\psi_i=H\psi_i .
\]

Car-Parrinello dynamics instead treats the orbitals as classical coordinates with a fictitious mass \(\mu\). Its Lagrangian is
\[
L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle-E+\sum_{ij}\Lambda_{ji}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big),
\]
where the multipliers \(\Lambda_{ji}\) keep the orbitals orthonormal. Since \(E\) is an energy, \(\mu\) has the dimension of energy times time squared. If the kinetic term is written with \(\mu/2\) instead of \(\mu\), every \(\mu\) below is replaced by \(\mu/2\).

Varying \(\psi_i^*\) independently of \(\psi_i\) gives
\[
\mu\ddot\psi_i=-fH\psi_i+\sum_j\psi_j\Lambda_{ji}. \tag{1}
\]

The multipliers follow from the constraint. Projecting (1) on \(\psi_k\), with \(H_{ki}=\langle\psi_k|H|\psi_i\rangle\), gives
\[
\mu\langle\psi_k|\ddot\psi_i\rangle=-fH_{ki}+\Lambda_{ki}.
\]
Because \(H\) and \(\Lambda\) are Hermitian, exchanging \(k\) and \(i\) and taking the complex conjugate gives the same right-hand side for \(\mu\langle\ddot\psi_k|\psi_i\rangle\). Differentiating \(\langle\psi_k|\psi_i\rangle=\delta_{ki}\) twice gives
\[
\langle\ddot\psi_k|\psi_i\rangle+\langle\psi_k|\ddot\psi_i\rangle=-2\langle\dot\psi_k|\dot\psi_i\rangle .
\]
Multiplying by \(\mu\) and inserting the two projections, we find \(-2fH_{ki}+2\Lambda_{ki}=-2\mu\langle\dot\psi_k|\dot\psi_i\rangle\), so
\[
\Lambda_{ki}=fH_{ki}-\mu\langle\dot\psi_k|\dot\psi_i\rangle. \tag{2}
\]

## The counter-example

The levels are \(-0.5,-0.4,-0.2\) and \(0.4\) hartree. The lower two are doubly occupied in the ground state, and \(\mu=400\) a.u. These are model parameters. Leave \(\psi_1=\phi_1\) alone and rotate the second orbital towards the third level:
\[
\psi_2=\cos\theta\,\phi_2+\sin\theta\,\phi_3,\qquad
\chi=-\sin\theta\,\phi_2+\cos\theta\,\phi_3 .
\]
The vector \(\chi\) is normalized and orthogonal to \(\psi_2\). The gap is \(\Delta=\varepsilon_3-\varepsilon_2=0.2\) hartree.

**Car-Parrinello motion.** Differentiation gives \(\dot\psi_2=\dot\theta\chi\). Since \(\dot\chi=-\dot\theta\psi_2\), a second differentiation gives \(\ddot\psi_2=\ddot\theta\chi-\dot\theta^2\psi_2\). From (2), \(\Lambda_{22}=fH_{22}-\mu\dot\theta^2\), while \(\Lambda_{12}=0\) because \(\phi_1\) is an eigenstate orthogonal to \(\psi_2\) and does not move. Equation (1) becomes
\[
\mu\ddot\theta\chi-\mu\dot\theta^2\psi_2=-fH\psi_2+(fH_{22}-\mu\dot\theta^2)\psi_2 .
\]
All terms lie in the plane of \(\psi_2\) and \(\chi\). The \(\psi_2\) component is satisfied identically. The \(\chi\) component is
\[
\mu\ddot\theta=-f\langle\chi|H|\psi_2\rangle
=-f(\varepsilon_3-\varepsilon_2)\sin\theta\cos\theta ,
\]
or, with \(2\sin\theta\cos\theta=\sin2\theta\),
\[
2\mu\ddot\theta=-f\Delta\sin2\theta. \tag{3}
\]
For the first orbital, \(\Lambda_{11}=f\varepsilon_1\), so its acceleration vanishes and it stays at rest, as assumed.

Equation (3) is that of a pendulum with angle \(2\theta\). For small \(\theta\), \(\sin2\theta\approx2\theta\), so \(\ddot\theta=-\omega^2\theta\) with
\[
\omega=\sqrt{\frac{f\Delta}{\mu}}=\sqrt{\frac{2\times0.2}{400}}=0.0316\ \text{a.u.}
\]
Replacing \(\phi_3\) by \(\phi_4\) changes the gap to 0.8 hartree and gives \(\sqrt{2\times0.8/400}=0.0632\) a.u. This is the doubling seen at the start.

**Schrödinger motion.** Each eigenstate acquires its own phase. With initial angle \(\theta_0\),
\[
\psi_2(t)=e^{-i\varepsilon_2t}\big(\cos\theta_0\,\phi_2+\sin\theta_0\,e^{-i\Delta t}\phi_3\big).
\]

To compare the two motions we need a signal that does not depend on the overall phase of an orbital. The projector on the occupied space, \(P=\sum_i|\psi_i\rangle\langle\psi_i|\), provides one:
\[
\langle\phi_3|P|\phi_2\rangle=
\begin{cases}
\tfrac12\sin2\theta(t) & \text{Car-Parrinello},\\[2pt]
\tfrac12\sin2\theta_0\,e^{-i\Delta t} & \text{Schrödinger}.
\end{cases}
\]
The Schrödinger signal has frequency \(\Delta=0.2\) a.u. The periods are 4.81 fs in Car-Parrinello dynamics and 0.76 fs in the Schrödinger equation.

**Changing the mass.** Quadrupling \(\mu\) to 1600 a.u. halves the Car-Parrinello frequency for the 0.2 hartree gap to 0.0158 a.u. The Schrödinger equation contains no \(\mu\) to change. One can choose \(\mu\) so that the two frequencies agree for one gap: \(\sqrt{f\Delta/\mu}=\Delta\) requires
\[
\mu=\frac{f}{\Delta}=\frac{2}{0.2}=10\ \text{a.u.}
\]
The 0.8 hartree gap then oscillates at \(\sqrt{2\times0.8/10}=0.4\) a.u., half its Schrödinger frequency. Thus, for orbitals released from rest, no single mass repairs both.

**A large displacement.** The difference is not confined to frequencies. Release the orbital from rest at \(\theta_m=30^\circ\). Multiplying (3) by \(\dot\theta\) and integrating gives
\[
\mu\dot\theta^2+f\Delta\sin^2\theta=f\Delta\sin^2\theta_m. \tag{4}
\]
The second term on the left is the orbital energy above the ground state, and the first is the fictitious kinetic energy. At release the orbital energy is \(2\times0.2\times0.25=0.1\) hartree. When \(\theta\) passes through zero, all of it has become fictitious kinetic energy. The weight of the upper level, \(\sin^2\theta\), swings between 0.25 and 0.

In the Schrödinger equation the phases leave the weights unchanged. The upper weight stays at 0.25 and the orbital energy at 0.1 hartree. With a fixed Hamiltonian, an electron has no fictitious kinetic energy into which its excitation could disappear.

The frequency also depends on amplitude. Equation (4) gives \(|\dot\theta|=\omega\sqrt{\sin^2\theta_m-\sin^2\theta}\), so a quarter period is
\[
\frac T4=\frac1\omega\int_0^{\theta_m}\frac{d\theta}{\sqrt{\sin^2\theta_m-\sin^2\theta}} .
\]
Substitute \(\sin\theta=\sin\theta_m\sin u\). Then \(\cos\theta\,d\theta=\sin\theta_m\cos u\,du\), and the square root is \(\sin\theta_m\cos u\). With \(m=\sin^2\theta_m\),
\[
\frac T4=\frac1\omega\int_0^{\pi/2}\frac{du}{\sqrt{1-m\sin^2u}}=\frac{K(m)}\omega,
\qquad
\frac{2\pi}{T}=\frac{\pi\omega}{2K(m)},
\]
where \(K\) is the complete elliptic integral of the first kind. This holds for \(0<\theta_m<90^\circ\). As \(\theta_m\to0\), \(K\to\pi/2\) and the small-amplitude frequency returns. At \(30^\circ\) the frequency is 0.0295 a.u., about 7% below 0.0316 a.u. The Schrödinger frequency remains 0.2 a.u.

## The general statement

Let \(H\) be fixed, let all occupied orbitals have the same occupation \(f\), and let every empty level lie above every occupied one. Let the orbitals start at rest or with small velocities towards empty levels. To first order in the displacement from the ground state, each pair of an occupied level \(i\) and an empty level \(a\), with gap \(\Delta_{ai}=\varepsilon_a-\varepsilon_i\), oscillates independently at
\[
\omega^{\rm CP}_{ai}=\sqrt{\frac{f\Delta_{ai}}{\mu}},
\qquad
\omega^{\rm S}_{ai}=\frac{\Delta_{ai}}{\hbar}. \tag{5}
\]

**Proof for Car-Parrinello dynamics.** Write
\[
\psi_i=\phi_i+\sum_a c_{ai}\phi_a+\sum_j d_{ji}\phi_j ,
\]
with \(a\) running over empty and \(j\) over occupied levels, and with \(c\), \(d\) and their velocities small. Project (1) on an empty state \(\phi_a\):
\[
\mu\ddot c_{ai}=-f\varepsilon_ac_{ai}+\sum_j\langle\phi_a|\psi_j\rangle\Lambda_{ji}.
\]
Here \(\langle\phi_a|\psi_j\rangle=c_{aj}\) is already first order, so \(\Lambda\) is needed only to zeroth order. The velocity term in (2) is second order, leaving \(\Lambda_{ji}=f\varepsilon_i\delta_{ji}\). Hence
\[
\mu\ddot c_{ai}=-f(\varepsilon_a-\varepsilon_i)c_{ai}=-f\Delta_{ai}c_{ai}, \tag{6}
\]
which is an oscillator with the first frequency in (5).

The coefficients \(d\) do not disturb this result if they start at rest. Inserting (2) into the projection of (1) on an occupied orbital gives \(\mu\langle\psi_k|\ddot\psi_i\rangle=-\mu\langle\dot\psi_k|\dot\psi_i\rangle\), which is second order. Thus \(\ddot d_{ki}=0\) to first order, and \(d\) remains zero if it starts at zero and at rest. The signal is then \(\langle\phi_a|P|\phi_i\rangle=c_{ai}\) to first order. The condition matters for complex orbitals. If an orbital is started with a rotating phase, \(\psi_i=e^{-i\nu t}(\phi_i+c\,\phi_a)\), then \(\Lambda_{ii}=f\varepsilon_i-\mu\nu^2\) and (6) becomes \(\mu\ddot c-2i\mu\nu\dot c=-f\Delta c\), with solutions \(e^{-iwt}\) and \(w=-\nu\pm\sqrt{\nu^2+f\Delta/\mu}\). For \(\nu=f/2\mu\) and \(\mu\to0\) the slower root tends to \(\Delta\): \(\mu=0.02\) a.u. gives 0.1996 and 0.794 a.u. for the gaps 0.2 and 0.8 hartree. Real orbitals cannot rotate in phase, and no such rotation is assumed elsewhere in this text.

**Proof for the Schrödinger equation.** Remove the ground-state phase by writing \(\psi_i=e^{-i\varepsilon_it}(\phi_i+\sum_ac_{ai}\phi_a)\). The \(\phi_a\) component of \(i\dot\psi_i=H\psi_i\) is
\[
\varepsilon_ic_{ai}+i\dot c_{ai}=\varepsilon_ac_{ai}
\quad\Longrightarrow\quad
i\dot c_{ai}=\Delta_{ai}c_{ai}. \tag{7}
\]
Its solution is \(c_{ai}(t)=c_{ai}(0)e^{-i\Delta_{ai}t}\). The removed phase cancels in \(P\), so the signal is again \(c_{ai}\). Restoring \(\hbar\) gives the second frequency in (5). \(\square\)

The origin of the different powers becomes visible when (7) is split into real and imaginary parts. With \(c=x+iy\) and the pair labels omitted,
\[
\dot x=\Delta y,\qquad \dot y=-\Delta x
\quad\Longrightarrow\quad
\ddot x=-\Delta^2x .
\]
The Schrödinger equation couples \(x\) and \(y\), and the gap enters once in each equation, hence twice in \(\ddot x\). In (6), \(x\) and \(y\) are separate oscillators. The gap enters once, as a spring constant, and the inertia is the chosen number \(\mu\).

The order in time also changes what must be specified at the start. Equation (7) needs \(c(0)\). Equation (6) needs \(c(0)\) and \(\dot c(0)\). Give the ground-state orbitals a small velocity \(v\) towards an empty level. Then (6) has the solution \(c=(v/\omega)\sin\omega t\). For \(v=10^{-4}\) a.u. and the 0.2 hartree gap, the amplitude is \(10^{-4}/0.0316=0.00316\). In the Schrödinger equation the same ground-state orbitals have no such freedom, and \(P\) stays constant.

## When the Hamiltonian depends on the orbitals

The square-root law in (5) concerns orbital-energy gaps in a fixed potential. In a self-consistent theory, displacing the orbitals also changes \(H\), and the Car-Parrinello frequency need not be the root of an excitation energy.

A symmetric two-site mean-field model shows this. One orbital holds two electrons, and
\[
E=2\langle\psi|h|\psi\rangle+U\sum_s|\psi_s|^4 ,
\]
where \(h\) has off-diagonal element \(-t_h\) and zero diagonal. Differentiating with respect to \(\psi_s^*\) gives \(2(H\psi)_s\), with \(H=h+U\,\mathrm{diag}(|\psi_s|^2)\). Let \(b=(1,1)/\sqrt2\) and \(a=(1,-1)/\sqrt2\) be the bonding and antibonding orbitals. They have a gap \(\Delta=2t_h\) in the ground-state potential, which is the same on both sites.

Set \(\psi=b+(x+iy)a\). To first order, the site densities are
\[
|\psi_{1,2}|^2=\tfrac12|1\pm(x+iy)|^2=\tfrac12\pm x .
\]
The potential therefore changes by \(\pm Ux\) on the two sites. Acting on \(b\), this change produces \(Ux\,a\). The antibonding component of \((H-\varepsilon_b)\psi\) is
\[
\Delta(x+iy)+Ux=(\Delta+U)x+i\Delta y .
\]
This replaces \(\Delta c\) in (6) and (7). Car-Parrinello dynamics then gives two frequencies,
\[
\mu\ddot x=-f(\Delta+U)x,\qquad \mu\ddot y=-f\Delta y ,
\]
whereas the time-dependent mean-field equation gives
\[
\dot x=\Delta y,\quad \dot y=-(\Delta+U)x
\quad\Longrightarrow\quad
\omega_{\rm MF}=\sqrt{\Delta(\Delta+U)} .
\]

For \(\Delta=0.2\) and \(U=0.25\) hartree, \(\omega_{\rm MF}=\sqrt{0.2\times0.45}=0.3\) a.u. The Car-Parrinello frequencies are \(\sqrt{2\times0.45/400}=0.0474\) a.u. for a real displacement and \(\sqrt{2\times0.2/400}=0.0316\) a.u. for an imaginary one. Inserting the mean-field excitation energy 0.3 hartree into the square-root law would give 0.0387 a.u., which is neither of them. Car-Parrinello frequencies measure the curvature of the energy along each displacement. Even squaring and rescaling them does not, in general, produce an excitation spectrum. For \(U=0\) the two Car-Parrinello frequencies merge and (5) is recovered. All of this assumes that both spins share one orbital. For the values used here \(U>\Delta\), and letting the two spins occupy different orbitals lowers the mean-field energy from \(-0.075\) to \(-0.080\) hartree. The value 0.3 hartree is the excitation energy of the spin-restricted mean-field equation; the lowest singlet excitation of the exact two-site model is 0.36 hartree.

## What the fictitious motion can do

Car-Parrinello dynamics is designed to keep the orbitals near the ground state while the nuclei move. A slow, prescribed change of the Hamiltonian can stand for the action of moving nuclei on the orbitals. It leaves out the reaction of the orbitals on the nuclei. Return to the fixed-potential model and add
\[
\lambda\cos(\Omega t)\,\big(|\phi_a\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_a|\big),
\]
with \(\lambda\) small. To first order in \(\lambda\), this adds \(\lambda\cos\Omega t\) to \(\Delta c\). Equation (6) becomes
\[
\mu\ddot c=-f\Delta c-f\lambda\cos\Omega t .
\]
Inserting \(c=A\cos\Omega t\) gives \((f\Delta-\mu\Omega^2)A=-f\lambda\), and dividing by \(f\Delta\),
\[
A_{\rm CP}=-\frac{\lambda}{\Delta}\,\frac{1}{1-\Omega^2/\omega^2},
\qquad \omega^2=\frac{f\Delta}{\mu}. \tag{8}
\]
For the Schrödinger equation, \(\dot x=\Delta y\) and \(\dot y=-\Delta x-\lambda\cos\Omega t\), so \(\ddot x=-\Delta^2x-\Delta\lambda\cos\Omega t\). The same insertion gives
\[
A_{\rm S}=-\frac{\lambda}{\Delta}\,\frac{1}{1-\Omega^2/\Delta^2}. \tag{9}
\]

The common factor \(-\lambda/\Delta\) is the first-order response of the instantaneous ground state, obtained by setting the time derivatives to zero. Both dynamics approach it when the drive is much slower than their own oscillation. They agree in this limit because both follow the ground state, although their free oscillations remain different.

For \(\Delta=0.2\) hartree and a drive of \(\Omega=0.005\) a.u., whose period is 30.4 fs, \(\Omega^2/\omega^2=0.025\). The Car-Parrinello response exceeds that of the instantaneous ground state by 2.6%. The Schrödinger response exceeds it by 0.06%. These figures refer to the part of the real signal that follows \(\cos\Omega t\). The Schrödinger signal also has an imaginary part \(y=\dot x/\Delta\), of relative amplitude about \(\Omega/\Delta=2.5\%\), which Car-Parrinello dynamics lacks, so here the driven parts of the two motions depart from the instantaneous ground state by similar amounts. A free oscillation may be superposed on the driven part, depending on how the motion is started. For a start at rest in the instantaneous ground state it has the relative amplitude 2.6% in Car-Parrinello dynamics and 0.06% in the Schrödinger equation, and the largest departures are 5.1% and 2.6%.

Equation (8) also shows the role of \(\mu\). Reducing it raises \(\omega\) and, as long as \(\Omega<\omega\), brings the driven response closer to the ground state, at the price of faster orbital oscillations that the time step must resolve. As \(\mu\to0\) the driven response (8) tends to that of the instantaneous ground state, not to the Schrödinger response (9). Whether a free oscillation shrinks in this limit depends on how it is started. By (4), an orbital released from rest at \(\theta_m\) swings between \(\pm\theta_m\) for any \(\mu\), only faster, whereas a fixed initial velocity \(v\) gives the amplitude \(v/\omega\), which falls as \(\sqrt\mu\). Conversely, if a gap closes at fixed \(\mu\) in a fixed potential, \(\omega\) tends to zero and the separation from the nuclear motion is lost. In a self-consistent potential some displacements can stay stiff: in the two-site model the real displacement keeps the frequency \(\sqrt{fU/\mu}\) as \(\Delta\to0\).

Car-Parrinello dynamics can therefore keep the orbitals close to the instantaneous ground state, provided that the orbital frequencies lie well above the nuclear ones and the free orbital oscillations stay small. These conditions do not by themselves make the nuclear motion exact, because orbitals that follow a nucleus carry inertia. If the ground-state orbital turns as \(\theta=\alpha R\) with a nuclear coordinate \(R\), its fictitious kinetic energy \(\mu\dot\theta^2=\mu\alpha^2\dot R^2\) adds to \(\tfrac12M\dot R^2\). The nucleus then moves with mass \(M+2\mu\alpha^2\), and in the limit of slow vibration a vibrational frequency is lowered by the factor \(\sqrt{M/(M+2\mu\alpha^2)}\), which does not tend to one however slow the vibration. For the model values \(M=1836\), \(\mu=400\) and \(\alpha=0.5\) a.u. the added mass is 200 a.u. and a slow vibration falls in frequency by 5%; with the 0.2 hartree gap, a vibration at 0.02 a.u., closer to the orbital frequency, falls by about 7%. For orbitals without a rotating phase, the Fourier spectrum of the free orbital oscillations is not an absorption spectrum, and the passage of weight between levels is not an electronic transition. Real electronic motion follows a first-order equation, which the one-electron mean-field equation approximates. The mean-field frequencies come from propagating that equation or from its linearized form, which combines the curvatures along real and imaginary displacements: in the two-site model \(\omega_{\rm MF}\) equals \(\mu/f\) times the product of the two Car-Parrinello frequencies. The orbital frequencies, the large-amplitude motion and the real parts of the driven responses given here are checked numerically by direct integration of both equations of motion.

## Computed results

```
levels (hartree): [-0.5 -0.4 -0.2  0.4]
occupation f = 2, fictitious mass mu = 400 a.u.
measured angular frequencies (a.u.) and periods (fs):
 gap 0.2 hartree: CP 0.03162, TDSE 0.20000; periods CP 4.806, TDSE 0.760
 gap 0.3 hartree: CP 0.03873, TDSE 0.30000; periods CP 3.924, TDSE 0.507
 gap 0.8 hartree: CP 0.06325, TDSE 0.80000; periods CP 2.403, TDSE 0.190
 gap 0.9 hartree: CP 0.06708, TDSE 0.90000; periods CP 2.266, TDSE 0.169
exponent of gap: CP 0.5000, TDSE 1.0000
frequency ratio, gaps 0.8 and 0.2: CP 2.0000, TDSE 4.0000
CP frequency, gap 0.2, mu = 1600 a.u.: 0.01581 a.u.
mass matching gap 0.2: 10.00 a.u.
 CP frequencies then, gaps 0.2 and 0.8: 0.2000, 0.4000 a.u.
kick velocity 0.0001 a.u.: CP amplitude 0.003162, v/omega 0.003162
30 degree displacement: CP 0.02947, pendulum formula 0.02947, TDSE 0.20000 a.u.
 CP: upper weight 0.0000 to 0.2500, excitation energy 0.0000 to 0.1000 hartree
 CP: largest fictitious kinetic energy 0.1000 hartree
 TDSE: upper weight 0.2500 to 0.2500, excitation energy 0.1000 to 0.1000 hartree
self-consistent dimer: hopping 0.10, gap 0.20, U 0.25 hartree
 time-dependent mean-field frequency: 0.30000 a.u.
 CP frequency, real displacement: 0.04743 a.u.
 CP frequency, imaginary displacement: 0.03162 a.u.
 root of mean-field excitation energy would give: 0.03873 a.u.
slow drive: frequency 0.005 a.u., strength 0.0002 hartree
 drive period: 30.40 fs
 CP response / instantaneous ground state: 1.02564 (formula 1.02564)
 TDSE response / instantaneous ground state: 1.00063 (formula 1.00063)
```
